# Why a step-edge barrier makes a flat growing face form mounds

## What symmetry fixes, and what it leaves open

Consider a crystal face that grows by deposition and is flat on average. Let \(H(x,t)\) be its height, smoothed over many atomic steps, and \(m=\partial_x H\) its slope. Adatoms move over the surface before they are built in, and \(J\) is their net current towards \(+x\), in atoms per unit time and per unit width.

The current cannot depend on \(H\) itself, since raising the whole crystal changes nothing. Let the face be symmetric under the reflection \(x\to-x\), which reverses both \(J\) and \(m\). A constant current is therefore forbidden, and so is a linear term in \(\partial_x^2H\), which does not change sign. To leading orders in a weak, long-wave disturbance,

\[
\Omega J=\nu\,\partial_xH+K\,\partial_x^3H ,\tag{1}
\]

where \(\Omega\) is the atomic volume. Deposited atoms are conserved, so with a flux \(F\) per unit area

\[
\partial_tH=\Omega F-\Omega\,\partial_xJ=\Omega F-\nu\,\partial_x^2H-K\,\partial_x^4H .\tag{2}
\]

Insert \(H=\Omega Ft+A\,e^{\omega t}\cos qx\). Two derivatives give \(-q^2\) and four give \(+q^4\), hence

\[
\omega(q)=\nu q^2-Kq^4 .\tag{3}
\]

If \(\nu>0\) the current runs uphill, equation (2) contains diffusion with the wrong sign, and long ripples grow. If \(\nu<0\) they decay.

Dimensions say more. The coefficient \(\nu\) is a length squared per time. If adatoms settle into a steady distribution long before a layer is complete, their density is proportional to \(F/D\) and their current to \(D\) times its gradient, so the diffusion constant \(D\) cancels. The remaining rate is \(R=\Omega F/h\), the number of layers grown per second, with \(h\) the step height. Thus \(\nu=R\times(\text{length})^2\). The sign and the length must come from what happens at steps.

## The barrier as an extra length

An adatom leaving a terrace over its descending edge loses neighbours on the way. Let this cost an extra energy \(E\), the Ehrlich–Schwoebel barrier. With equal prefactors, the hop over the edge is slower than a hop on the terrace by the factor \(s=e^{-E/kT}\).

Let \(a\) be the hop length and \(n\) the adatom density per area. Between neighbouring terrace sites the current is \((D/a)(n_i-n_{i+1})\). The site at the foot of a step captures adatoms irreversibly, so \(n=0\) there. The current over the edge from the last terrace site is then

\[
j=\frac{sD}{a}\,n_{\rm last}.
\]

Place the end of the terrace, \(x=l\), at the capture site. The density on the terrace, extrapolated to this point, is

\[
n(l)=n_{\rm last}-\frac{ja}{D}=\frac{j}{D}\left(\frac as-a\right).
\]

This can be written as

\[
j=\frac{D}{L}\,n(l),\qquad L=a\left(e^{E/kT}-1\right).\tag{4}
\]

The barrier acts like an additional stretch \(L\) of terrace to be crossed. It vanishes when \(E=0\).

## One terrace between an up-step and a down-step

Let the foot of the up-step be at \(x=0\) and the descending edge at \(x=l\). Uphill is then towards \(-x\). The steady density obeys

\[
D\,n''+F=0,\qquad n(0)=0,\qquad -D\,n'(l)=\frac DL\,n(l).
\]

The first two conditions give \(n=Bx-Fx^2/(2D)\). The third becomes

\[
-DB+Fl=\frac1L\left(DBl-\frac{Fl^2}{2}\right).
\]

Multiplying by \(L\) and collecting the terms in \(B\),

\[
DB\,(l+L)=Fl\left(\frac l2+L\right).
\]

The flux into the up-step is \(Dn'(0)=DB\), and the rest of the deposited amount \(Fl\) goes over the edge:

\[
\frac{DB}{Fl}=\frac{l/2+L}{l+L},\qquad
\frac{Fl-DB}{Fl}=\frac{l/2}{l+L}.\tag{5}
\]

Without a barrier the shares are equal. With it, the up-step receives more than half. The uphill current averaged over the terrace is

\[
\frac1l\int_0^l D\,n'\,dx=\frac{D\,n(l)}{l}=\frac Ll\,(Fl-DB)=\frac{F\,l\,L}{2(l+L)} .\tag{6}
\]

A direct count of displacements agrees. Atoms land on average at \(l/2\). They end at \(x=l\) with the second probability in (5) and otherwise at \(x=0\), so their mean final position is \(l^2/[2(l+L)]\). The difference, \(lL/[2(l+L)]\), is the mean uphill displacement per atom.

## From terraces to a flat face

A perfect face without steps has no slope and carries no net current. What becomes unstable is a face that is flat on average, on which nucleation keeps producing steps of both signs.

Read from left to right, mark each step \(+\) if it rises and \(-\) if it falls. There are four kinds of terrace. A top terrace \((+-)\) has the same barrier at both ends, so its density is symmetric and its integrated current \(D[n(l)-n(0)]\) vanishes. A bottom terrace \((-+)\) has \(n=0\) at both ends, with the same result. Terraces \((++)\) carry current to the right and terraces \((--)\) to the left.

Each step is the left end of one terrace, so

\[
N_+=N_{++}+N_{+-},\qquad N_-=N_{--}+N_{-+}.
\]

Tops and bottoms alternate along the surface, so \(N_{+-}=N_{-+}\) up to an end term that is negligible over a long stretch. Subtraction gives

\[
N_{++}-N_{--}=N_+-N_-=\frac{mX}{h},
\]

where \(X\) is the length of the stretch. The slope fixes the excess of current-carrying terraces, however the step signs are correlated. By (6), each of them contributes \(F\,l^2L/[2(l+L)]\) to the integrated current \(XJ\). If their mean contribution is the same for both senses,

\[
J=\frac{mF}{h}\left\langle\frac{l^2L}{2(l+L)}\right\rangle,
\qquad
\nu=R\left\langle\frac{l^2L}{2(l+L)}\right\rangle>0 .\tag{7}
\]

This is the uphill current, and with (3) it makes the flat face unstable.

The "if" matters. Should the slope itself make \((++)\) terraces longer or shorter than \((--)\) ones, a correction of the same order in \(m\) appears, proportional to \(N_{+ +}+N_{--}\). It is small when an untilted surface consists mostly of tops and bottoms.

Equation (7) was tested by solving the hop equations on a surface of 8000 terraces, 50 to 150 sites long, with correlated step signs and \(L=50a\). The current divided by the flux was 6.26 sites, against 6.32 from the formula. On the same surface without a barrier it vanished to rounding error. The lengths were drawn independently of the step signs, so the "if" holds there by construction; the test bears on (6) and on the counting.

On a real face with fourfold symmetry and mirror planes, the linear relation between the current and the slope vector reduces to a single coefficient, so the term \(\nu q^2\) in (3) keeps its form, while \(K\) may depend on the direction of the ripple. The average in (7) must then be replaced by one over two-dimensional terraces.

## Which mounds grow first

Setting \(d\omega/d(q^2)=\nu-2Kq^2=0\) gives the fastest ripple:

\[
q_*^2=\frac{\nu}{2K},\qquad
\lambda_*=2\pi\sqrt{\frac{2K}{\nu}},\qquad
\omega_*=\frac{\nu^2}{4K}.\tag{8}
\]

All wavelengths above \(\lambda_*/\sqrt2\) grow. Equation (7) gives \(\nu\). The smoothing coefficient \(K>0\) is an input here. On dimensional grounds, smoothing that arises from the growth process itself is written \(K=\kappa Rl^4\), with \(\kappa\) a number that may depend on \(L/l\). For a single terrace length \(l\), (7) and (8) then give

\[
\lambda_*=4\pi l\sqrt{\kappa\left(1+\frac lL\right)},\qquad
\frac{R}{\omega_*}=16\,\kappa\left(1+\frac lL\right)^2 .\tag{9}
\]

The second quantity is the number of layers per e-folding. For a weak barrier, \(L\ll l\), \(\nu\approx RlL/2\) and the mounds are much wider than the terraces unless \(\kappa\) is very small. For a strong one, \(L\gg l\), \(\nu\to Rl^2/2\), and a further increase of \(E\) at fixed \(l\) hardly changes \(\nu\).

## How large: a silver-like case

The following values are illustrative and not measured for any one bath. They are meant to resemble silver plated on its (100) face from aqueous solution: 298 K, 1 mA/cm², \(E=0.05\) eV, \(a=0.289\) nm, \(h=0.204\) nm, \(l=20\) nm. The smoothing \(\kappa=0.02\) is chosen, not measured. Extra digits are kept only so that the arithmetic can be followed.

One electron per ion gives \(F=62.4\) atoms/(nm² s). With \(\Omega=0.01704\) nm³, \(R=5.21\) layers/s. Then

\[
L=0.289\left(e^{0.05/0.02568}-1\right)=1.74\ \text{nm},
\]

\[
\nu=5.213\times\frac{20^2\times1.736}{2\times21.736}=5.213\times15.98=83\ \text{nm}^2/\text{s}.
\]

The up-step captures 54 % of the atoms and the down-step 46 %. This modest bias suffices. With \(K=0.02\times5.213\times20^4=1.67\times10^4\) nm⁴/s,

\[
\lambda_*=2\pi\sqrt{\frac{2\times1.67\times10^4}{83.3}}=126\ \text{nm},\qquad
\omega_*=\frac{83.3^2}{4\times1.67\times10^4}=0.104\ \text{s}^{-1}.
\]

The ripple grows by a factor \(e\) in 9.6 s, or 50 layers, about 10 nm of metal. Ripples shorter than 89 nm decay.

The barrier enters exponentially. With \(l\) and \(K\) held fixed, \(E=0.03\) eV gives 202 nm and 0.016 s⁻¹, while \(E=0.10\) eV gives 56 nm and 2.7 s⁻¹. The last wavelength is less than three terrace lengths, so the smoothed description is doubtful there. At \(E=0.05\) eV the ratio is 6.3, which is adequate for an estimate. The uncertainty in \(K\) also matters: a fourfold larger \(K\) doubles the wavelength and divides the rate by four.

## How long the linear law lasts

Equation (7) takes the terrace length as set by nucleation. This requires that the slope add few steps to those already present, \(m\ll h/l\). A ripple of amplitude \(A\) has maximum slope \(q_*A\), so the condition is

\[
A\ll\frac{h\lambda_*}{2\pi l}=\frac{6.29}{2\pi}\,h\approx h .
\]

The linear rate describes the onset, while the smoothed ripple is below about one layer in amplitude. It must not be extrapolated to the height of visible mounds.

On steeper, one-signed slopes the barrier has the opposite effect on ripples in the step spacing. There \(l=h/m\), and (6) becomes

\[
J=\frac{F\,hL}{2(h+mL)},\qquad
\frac{dJ}{dm}=-\frac{F\,hL^2}{2(h+mL)^2}=-\frac{F\,l^2L^2}{2h(l+L)^2},
\]

where the last form uses \(h=ml\). The current is still uphill but falls with slope. To leading order in \(q\), the growth rate of a small change of slope is now \(q^2\,\Omega\,dJ/dm\), which is negative. A ripple in the step spacing therefore decays at the rate

\[
\frac{R\,L^2(ql)^2}{2(l+L)^2}.
\]

For 60 steps with \(l=20\) and \(L=10\) in the same unit, the step equations gave a slowest decay of \(6.09\times10^{-4}\) per layer, as this expression does.

A stochastic growth model shows the onset without assuming (2). It had 120 sites, an edge hop slowed by \(s=0.05\), and nucleation with probability \((l/30a)^3\) per landing atom. A ripple of 1.11 layers was followed for 20 layers in 150 runs. With the barrier its mean amplitude rose to \(1.62\pm0.06\) layers; without it the amplitude was \(1.17\pm0.05\), consistent with no growth. The mean growth rate with the barrier was 0.019 per layer, against \(\nu q^2=0.022\) from the model's own terraces, evaluated with the lattice form \(l(l-a)L/[2(l+L)]\) of the moment. That gap is less than two standard errors, so it does not measure the smoothing. The terraces are only about 3 to 7 sites long, and (7) as printed would give 0.026; the steps also average about 1.2 layers in height, whereas (7) counts single steps. Both numbers are averages over the run, not steady rates: the ripple starts from terraces about 20 and 40 sites wide and grows at about 0.05 per layer over the first two layers, but only at about 0.014 per layer between layers 5 and 20, when the terraces have become much shorter. The nucleation probability in this model also does not depend on the barrier. Nor is this a precise test of (7): many terraces in this model lie between steps of the same sign, so the correction discussed after (7) need not be small. The amplitude is also at the edge of the linear regime.

## The model beside a real plating bath

The current density is set from outside and is well known. The barrier and the terrace length in a given bath are much less certain, because adsorbed ions, additives and potential can alter both.

The assumption most open to doubt is that every ion discharges on a terrace and then migrates. If a fraction \(f\) discharges directly at steps, those atoms carry no terrace current, and \(\nu\) is multiplied by \(1-f\). At fixed \(R\), \(l\) and \(K\), \(f=0.5\) divides \(\omega_*\) by four and lengthens \(\lambda_*\) by \(\sqrt2\). If \(K\) falls by the same factor \(1-f\), \(\omega_*\) is halved and \(\lambda_*\) is unchanged.

Other neglected effects are small under the conditions stated with each:

- **Re-dissolution.** If adatoms return to the solution after diffusing about 100 nm, the uphill current falls by 0.4 %.
- **Capillarity.** A surface energy \(\gamma\) gives \(K_{\rm cap}=D n_{\rm eq}\gamma\Omega^2/kT\), with \(n_{\rm eq}\) the equilibrium adatom density. If \(n_{\rm eq}\) does not exceed \(Fl^2/(8D)\), the peak density on a bottom terrace, then for 1 J/m² \(K_{\rm cap}\) is at most 1.3 % of the chosen \(K\). Where adatoms exchange rapidly with the solution, this premise and irreversible capture can both fail.
- **Slow adatoms.** For \(D=10^8\) nm²/s, \(Rl^2/D\) is \(2\times10^{-5}\), so the steady density is justified. This \(D\) is an assumption: with a hop prefactor of \(10^{13}\) s⁻¹ it needs a hop barrier near 0.2 eV. A barrier of 0.40 to 0.45 eV would give \(Rl^2/D\approx0.015\) to 0.10 at \(l=20\) nm if the prefactor applies to each hop direction, and 0.06 to 0.4 if it is shared among four directions, and nucleation would then make the terraces much shorter than 20 nm.
- **Ion diffusion in the solution.** A crest reaches into more concentrated solution. Suppose that discharge is irreversible, with a rate proportional to the local ion concentration. For an ion diffusion constant of \(10^9\) nm²/s and 0.1 mol/L this then adds a growth rate of \(1.1\times10^{-6}\) s⁻¹ at \(\lambda_*\), about \(10^{-5}\) of \(\omega_*\). Exchange of ions between metal and solution, which is often rapid for silver, raises this term, at most to the transport limit \(2\pi\Omega F/\lambda_*=0.05\) s⁻¹. But exchange also lets crests dissolve. Curvature raises the chemical potential at a crest by \(\gamma\Omega q^2A\), so a back flux \(F_b\) per area adds \(-\Omega F_b(\gamma\Omega/kT)\,q^2\) to \(\omega\) as long as transport keeps up. For 1 J/m², \(\gamma\Omega/kT=4.1\) nm, and this term cancels \(\nu q^2\) at a back current of about 19 mA/cm². The instability weakens much earlier if the back flux comes from adatoms that diffuse a length \(x_s\) before dissolving, because then \(Dn_{\rm eq}=F_bx_s^2\) enters \(K_{\rm cap}\): for \(x_s=100\) nm a back current of 0.4 mA/cm² already halves \(\omega_*\). Transport limits both terms by the same factor, and once \(F_b\gtrsim F\) the smoothing is thousands of times the larger. The value of \(\gamma\) that applies to a stepped face near (100) is uncertain, but on this estimate rapid exchange smooths the face and can remove the instability, so the silver-like numbers apply only to nearly irreversible deposition.

## What to do about it

Equation (9) shows the levers, provided that \(\kappa\) stays fixed, deposition is nearly irreversible and the face remains in the nucleation regime.

**Lower the barrier.** A smaller \(E\) shortens \(L\) and gives more layers per e-folding. An additive helps by this route only if it reduces \(L\) by a larger factor than it reduces \(l\).

**Lengthen the terraces.** For \(L\ll l\), doubling \(l\) at fixed \(L\) gives nearly four times as many layers per e-folding. A lower current density does this if it reduces the density of nuclei, but the lever can be weak: if pairs of adatoms are already stable nuclei, mean-field rate equations give \(l\propto F^{-1/6}\), and doubling \(l\) takes a current 64 times lower. At fixed \(l\), \(L\) and \(\kappa\) it slows the instability in time but leaves the roughness at a given film thickness unchanged.

**Limit the thickness.** A film much thinner than \(R/\omega_*\) layers gives the instability little time to amplify a ripple.

**Use a miscut.** If the steps supplied by a miscut are close enough together to suppress nucleation, the barrier evens out their spacing, though slowly when \(L\ll l\), since the rate per layer is proportional to \(L^2/(l+L)^2\). This holds only for the spacing. Along the steps the barrier remains destabilising. A small sideways slope \(m_y\) turns the uphill current, giving \(J_y=J\,m_y/m\), and \(\Omega J/m=Rl^2L/[2(l+L)]\) is the coefficient \(\nu\) of (7) with \(l\) now the step spacing. Long waves along the steps therefore grow at \(\nu q^2\), faster by \((l+L)/L\) than a spacing ripple of the same \(q\) decays, and only smoothing along the steps, which is not modelled here, limits them. A miscut lowers \(\nu\) by shortening \(l\), but it does not by itself give a smooth film.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
TESTS
staircase current/flux, hop equations: 39.900 sites
staircase current/flux, formula: 40.000 sites
random surface, mean slope: 0.00376 steps per site
random surface current/flux, hops: 6.260 sites
random surface current/flux, formula: 6.322 sites
same surface, no barrier: 3.1e-17 sites
step train, slowest decay: -6.0868e-04 per layer
step train, continuum rate: -6.0924e-04 per layer
growth model: 120 sites, 20 layers, 150 runs
ripple amplitude at start: 1.111 layers
after growth, with barrier: 1.622 +- 0.057 layers
after growth, no barrier: 1.173 +- 0.048 layers
measured mean growth rate: 0.0189 per layer
nu q^2 from its terraces: 0.0220 per layer
EXAMPLE INPUTS
temperature: 298 K;  kT: 0.02568 eV
current density: 1.0 mA/cm2
step-edge barrier E: 0.05 eV
hop length a: 0.289 nm;  step height h: 0.204 nm
terrace length l: 20 nm
K/(R l^4), chosen: 0.02
EXAMPLE RESULTS
flux F: 62.42 atoms/(nm2 s)
atomic volume: 0.01704 nm3
layer rate R: 5.213 layers/s
film growth speed: 1.063 nm/s
barrier length L: 1.736 nm
share captured by up-step: 0.5399
l^2 L/(2(l+L)): 15.976 nm2
nu: 83.28 nm2/s
K: 1.6682e+04 nm4/s
shortest unstable wavelength: 88.9 nm
fastest wavelength: 125.8 nm
fastest growth rate: 0.1040 1/s
e-folding time: 9.62 s
layers per e-folding: 50.1
growing modes in 8 wavelengths: 22
E = 0 eV: nu = 0.0 nm2/s
E = 0.03 eV: L 0.64 nm, nu 32.4 nm2/s, wavelength 201.8 nm, rate 0.0157 1/s
E = 0.10 eV: L 13.90 nm, nu 427.6 nm2/s, wavelength 55.5 nm, rate 2.7399 1/s
K times 0.25: wavelength 62.9 nm, rate 0.4158 1/s
K times 4.00: wavelength 251.5 nm, rate 0.0260 1/s
NEGLECTED EFFECTS
fastest wavelength / terrace length: 6.29
re-dissolution after 100 nm changes current by -0.44 %
capillary K at 1 J/m2: 220.2 nm4/s, 1.32 % of K
ion input: D 1e+09 nm2/s, 0.1 mol/L
ion-diffusion growth rate: 1.10e-06 1/s
adatom delay R l^2/D at D = 1e+08 nm2/s: 2.1e-05
```
